# The direction-dependent Coulomb cusp of an anisotropic donor envelope: a numerical check

```python
# Coulomb cusp of an anisotropic donor envelope.
# Hamiltonian: -(1/2)[(dxx+dyy)/mt + dzz/ml] - 1/(eps r), Hartree atomic units.
# Result under test: psi = psi(0) [1 - kappa(theta) r + O(r^2 |ln r|)],
#   kappa = (mt/eps) K(c),  c = |cos(theta)|, theta measured from the valley axis,
#   K = 2/(1-g) * {1 - q + c ln[(q+c)/(sqrt(g)(1+c))]},
#   g = mt/ml,  q = sqrt(c^2 + g(1-c^2)).
# Reduced units below: length eps/mt bohr, energy mt/eps^2 hartree; only g remains.
# The eigenstate is computed in unscaled spherical coordinates, with finite
# elements in r and even Legendre polynomials in cos(theta).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import sparse
from scipy.sparse.linalg import splu
from scipy.optimize import minimize
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge

DEGREE, LMAX, H0 = 7, 24, 1.0e-4
inner = H0 * 2.0 ** np.arange(15)
BREAKS = np.concatenate(([0.0], inner, inner[-1] + 2.0 * np.arange(1, 12)))


def cusp(c, g):
    """Closed-form reduced cusp K(c)."""
    c = abs(c)
    q = np.sqrt(c * c + g * (1 - c * c))
    return 2 / (1 - g) * (1 - q + c * np.log((q + c) / (np.sqrt(g) * (1 + c))))


def radial_matrices(eps_inner, s):
    """Radial integrals; potential -[1+(eps_inner-1)exp(-r/s)]/r."""
    p = DEGREE
    top = np.zeros(p + 1)
    top[p] = 1
    x = np.concatenate(([-1.0], np.sort(leg.legroots(leg.legder(top))), [1.0]))
    xq, wq = leg.leggauss(p + 8)
    inv = np.linalg.inv(leg.legvander(x, p))
    val = leg.legvander(xq, p) @ inv
    der = leg.legval(xq, leg.legder(np.eye(p + 1))).T @ inv
    n = p * (len(BREAKS) - 1) + 1
    mats = [np.zeros((n, n)) for _ in range(5)]
    nodes = np.zeros(n)
    for j in range(len(BREAKS) - 1):
        half = (BREAKS[j + 1] - BREAKS[j]) / 2
        r = BREAKS[j] + half * (xq + 1)
        w = wq * half
        d = der / half
        sl = slice(j * p, j * p + p + 1)
        nodes[sl] = BREAKS[j] + half * (x + 1)
        charge = 1 + (eps_inner - 1) * np.exp(-r / s)
        mats[0][sl, sl] += d.T @ ((w * r * r)[:, None] * d)
        mats[1][sl, sl] += d.T @ ((w * r)[:, None] * val)
        mats[2][sl, sl] += val.T @ (w[:, None] * val)
        mats[3][sl, sl] += val.T @ ((w * r * r)[:, None] * val)
        mats[4][sl, sl] += val.T @ ((w * r * charge)[:, None] * val)
    return nodes, [sparse.csr_matrix(m) for m in mats]


def ground_state(g, eps_inner=1.0, s=1.0):
    """Return energy, density at origin, and psi(break index, c)."""
    nodes, (rdd, rdv, rvv, rmass, rpot) = radial_matrices(eps_inner, s)
    c, w = leg.leggauss(60)
    P = leg.legvander(c, LMAX)[:, ::2]
    D = leg.legval(c, leg.legder(np.eye(LMAX + 1))).T[:, ::2]
    sin2 = 1 - c * c

    def ang(weight, left, right):
        return left.T @ ((w * weight)[:, None] * right)

    norm = np.diag(np.diag(ang(np.ones_like(c), P, P)))
    cross = sparse.kron(rdv, ang(c * sin2, P, D))
    full = sparse.kron(rdd, norm) + sparse.kron(rvv, ang(sin2, D, D))
    along_z = (sparse.kron(rdd, ang(c * c, P, P)) + cross + cross.T
               + sparse.kron(rvv, ang(sin2 ** 2, D, D)))
    H = 0.5 * (full - (1 - g) * along_z) - sparse.kron(rpot, norm)
    S = sparse.kron(rmass, norm)
    nl = P.shape[1]
    total = len(nodes) * nl
    # single-valued at the origin (only l=0 there), zero at the outer wall
    keep = np.concatenate(([0], np.arange(nl, total - nl)))
    H = H.tocsr()[keep][:, keep].tocsc()
    S = S.tocsr()[keep][:, keep].tocsc()
    start = np.zeros((len(nodes), nl))
    start[:, 0] = np.exp(-nodes)
    v = start.ravel()[keep]
    shift = -10.0
    for count in (40, 12, 8):
        lu = splu((H - shift * S).tocsc(), permc_spec="MMD_AT_PLUS_A")
        for _ in range(count):
            v = lu.solve(S @ v)
            v /= np.sqrt(v @ (S @ v))
        energy = v @ (H @ v)
        shift = energy - 0.05
    coef = np.zeros(total)
    coef[keep] = v
    coef = coef.reshape(len(nodes), nl)
    coef *= np.sign(coef[0, 0])

    def psi(j, cc):
        return coef[j * DEGREE] @ leg.legvander(np.array([cc]), LMAX)[0, ::2]

    # a ground state has no node
    assert all(psi(j, cc) > 0 for j in range(16) for cc in (0.0, 0.5, 1.0))
    return energy, coef[0, 0] ** 2 / (2 * np.pi), psi


def numerical_cusp(psi, c):
    """Minus the initial logarithmic slope, from two secants."""
    sec = [(psi(j, c) / psi(0, c) - 1) / BREAKS[j] for j in (1, 2)]
    return -(2 * sec[0] - sec[1])


def channels(g, lmax=60):
    """Legendre coefficients of the scaled potential and of the linear term."""
    u, w = leg.leggauss(200)
    pot = 1 / np.sqrt(1 - (1 - g) * u * u)
    ls = np.arange(lmax + 1)
    gl = (2 * ls + 1) / 2 * (leg.legvander(u, lmax).T @ (w * pot))
    fl = np.zeros(lmax + 1)
    even = ls[::2]
    fl[::2] = 2 * gl[::2] / ((even - 1) * (even + 2))
    log_coef = -np.sum(w * pot * leg.legval(u, fl) * (3 * u * u - 1) / 2)
    return gl, fl, log_coef


# ---- solver check on the isotropic hydrogenic state ----
E_iso, dens_iso, psi_iso = ground_state(1.0)
assert abs(E_iso + 0.5) < 1e-7
assert abs(dens_iso * np.pi - 1) < 1e-5
assert abs(numerical_cusp(psi_iso, 0.3) - 1) < 1e-3
assert abs(cusp(0.3, 1.001) - 1) < 1e-3

# ---- example parameters: rough typical values for silicon ----
mt, ml, eps = 0.19, 0.92, 11.7
lattice_nm, screen_nm = 0.54, 0.10
g = mt / ml
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
hartree_mev = physical_constants["Hartree energy in eV"][0] * 1e3
length = eps / mt * bohr_nm
energy_unit = mt / eps ** 2 * hartree_mev
g_ge = 0.08 / 1.6

# ---- channel sum against closed form, in physical directions ----
for ratio in (g, 0.5, 3.0):
    fl = channels(ratio)[1]
    for c in (0.0, 0.3, 0.7, 1.0):
        stretch = np.sqrt(1 - c * c + c * c / ratio)
        u = c / (np.sqrt(ratio) * stretch)
        assert abs(-stretch * leg.legval(u, fl) - cusp(c, ratio)) < 1e-6

# ---- eigenvector slopes against closed form ----
states = {ratio: ground_state(ratio) for ratio in (g, g_ge, 3.0)}
worst = {}
for ratio, (_, _, psi_r) in states.items():
    worst[ratio] = max(abs(numerical_cusp(psi_r, c) / cusp(c, ratio) - 1)
                       for c in (0.0, 0.3, 0.5, 0.8, 1.0))
    assert worst[ratio] < 3e-3  # finite secant length leaves order r
E, dens, psi = states[g]

# ---- coefficient of r^2 ln r from the eigenvector ----
gl, fl, a_log = channels(g)


def log_formula(c):
    return a_log * (c * c / g - (1 - c * c) / 2)


def log_numerical(c):
    T = [(psi(j, c) / psi(0, c) - 1 + cusp(c, g) * BREAKS[j]) / BREAKS[j] ** 2
         for j in (5, 6, 7)]
    return (2 * (T[1] - T[0]) - (T[2] - T[1])) / np.log(2)


for c in (0.0, 0.5, 1.0):  # next order, r^3 ln r, limits the accuracy
    assert abs(log_numerical(c) - log_formula(c)) < 0.05 * abs(log_formula(1.0))

# ---- best trial function exp(-sqrt((x^2+y^2)/a^2 + z^2/b^2)) ----
uq, wu = leg.leggauss(80)


def trial_energy(logs):
    a, b = np.exp(logs)
    kinetic = (2 / a ** 2 + g / b ** 2) / 6
    return kinetic - 0.5 * np.sum(wu / np.sqrt(a * a * (1 - uq ** 2) + (b * uq) ** 2))


best = minimize(trial_energy, [-0.2, -0.7], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-12})
a_trial, b_trial = np.exp(best.x)
assert best.fun > E

# ---- short-range loss of screening: -[1+(eps-1)exp(-r/s)]/(eps r) ----
s = screen_nm / length
E_cc, dens_cc, psi_cc = ground_state(g, eps, s)
assert E_cc < E
for c in (0.0, 0.5, 1.0):
    assert abs(numerical_cusp(psi_cc, c) / (eps * cusp(c, g)) - 1) < 1e-2
contact = (eps - 1) * 4 * np.pi * s ** 2 * dens * energy_unit

print(f"inputs (rough, Si): mt = {mt}, ml = {ml} electron masses, eps = {eps}")
print(f"mass ratio gamma = mt/ml = {g:.4f}")
print(f"length unit eps/mt = {length:.4f} nm; energy unit = {energy_unit:.3f} meV")
for l in (0, 2, 4):
    print(f"reduced channel l={l}: g_l = {gl[l]:.5f}, f_l = {fl[l]:.5f}")
print("theta (deg), K, kappa (1/nm), 1/kappa (nm), eigenvector kappa (1/nm)")
for deg in (0, 30, 60, 90):
    c = np.cos(np.radians(deg))
    K = cusp(c, g)
    print(f"  {deg:2d}  {K:.4f}  {K/length:.4f}  {length/K:.3f}"
          f"  {numerical_cusp(psi, c)/length:.4f}")
print(f"cusp ratio kappa(0)/kappa(90) = {cusp(1, g)/cusp(0, g):.4f}")
print(f"for comparison ml/mt = {1/g:.3f}, sqrt(ml/mt) = {g**-0.5:.3f}")
print(f"largest relative slope deviation, Si-like: {worst[g]:.1e}")
print(f"largest relative slope deviation, gamma={g_ge:.3f}: {worst[g_ge]:.1e}")
print(f"largest relative slope deviation, gamma=3: {worst[3.0]:.1e}")
print(f"reduced log coefficient a = {a_log:.5f}")
print(f"r^2 ln r coefficient on axis (reduced): formula {log_formula(1.0):.4f},"
      f" eigenvector {log_numerical(1.0):.4f}")
print(f"one-valley binding energy = {-E*energy_unit:.3f} meV")
print(f"envelope density at donor = {dens/length**3:.5f} 1/nm^3")
print("r (nm), theta (deg), psi/psi(0), linear law")
for j in (8, 10, 11, 12):
    for deg, c in ((0, 1.0), (90, 0.0)):
        print(f"  {BREAKS[j]*length:.4f}  {deg:2d}  {psi(j, c)/psi(0, c):.4f}"
              f"  {1-cusp(c, g)*BREAKS[j]:.4f}")
print(f"trial function: a = {a_trial*length:.3f} nm, b = {b_trial*length:.3f} nm,"
      f" binding {-best.fun*energy_unit:.3f} meV")
print(f"trial cusps: axis {1/(b_trial*length):.4f}, transverse"
      f" {1/(a_trial*length):.4f} 1/nm; ratio {a_trial/b_trial:.4f}")
print(f"Ge-like ratio gamma = {g_ge:.3f}: K(0) = {cusp(1, g_ge):.4f},"
      f" K(90) = {cusp(0, g_ge):.4f}, ratio {cusp(1, g_ge)/cusp(0, g_ge):.4f}")
print(f"neglected: screening lost within about {screen_nm:.2f} nm (rough)")
print(f"  one-valley binding with it = {-E_cc*energy_unit:.2f} meV,"
      f" shift {(E-E_cc)*energy_unit:.2f} meV")
print(f"  density at donor grows by factor {dens_cc/dens:.2f}")
print(f"  strict cusp on axis then = {numerical_cusp(psi_cc, 1.0)/length:.3f} 1/nm,"
      f" eps*kappa(0) = {eps*cusp(1, g)/length:.3f} 1/nm")
print(f"  contact estimate: one valley {contact:.2f} meV,"
      f" six valleys in phase {6*contact:.1f} meV")
print(f"lattice constant (rough) = {lattice_nm} nm; times kappa(0) ="
      f" {lattice_nm*cusp(1, g)/length:.3f}")
coulomb = hartree_mev * bohr_nm / (eps * lattice_nm)
print(f"screened Coulomb energy at that distance = {coulomb:.1f} meV")
for T in (4, 300):
    print(f"thermal energy at {T} K = {k_boltzmann*T/e_charge*1e3:.3f} meV")
print("all tests passed")
```

Output:

```
inputs (rough, Si): mt = 0.19, ml = 0.92 electron masses, eps = 11.7
mass ratio gamma = mt/ml = 0.2065
length unit eps/mt = 3.2586 nm; energy unit = 37.769 meV
reduced channel l=0: g_l = 1.23381, f_l = -1.23381
reduced channel l=2: g_l = 0.59877, f_l = 0.29938
reduced channel l=4: g_l = 0.22921, f_l = 0.02547
theta (deg), K, kappa (1/nm), 1/kappa (nm), eigenvector kappa (1/nm)
   0  1.9879  0.6100  1.639  0.6101
  30  1.8594  0.5706  1.753  0.5706
  60  1.5607  0.4789  2.088  0.4789
  90  1.3751  0.4220  2.370  0.4220
cusp ratio kappa(0)/kappa(90) = 1.4456
for comparison ml/mt = 4.842, sqrt(ml/mt) = 2.200
largest relative slope deviation, Si-like: 4.0e-05
largest relative slope deviation, gamma=0.050: 1.4e-04
largest relative slope deviation, gamma=3: 4.9e-06
reduced log coefficient a = 0.11709
r^2 ln r coefficient on axis (reduced): formula 0.5670, eigenvector 0.5686
one-valley binding energy = 29.649 meV
envelope density at donor = 0.03789 1/nm^3
r (nm), theta (deg), psi/psi(0), linear law
  0.0417   0  0.9745  0.9746
  0.0417  90  0.9826  0.9824
  0.1668   0  0.8996  0.8982
  0.1668  90  0.9324  0.9296
  0.3337   0  0.8057  0.7964
  0.3337  90  0.8699  0.8592
  0.6674   0  0.6413  0.5929
  0.6674  90  0.7579  0.7184
trial function: a = 2.436 nm, b = 1.397 nm, binding 29.607 meV
trial cusps: axis 0.7161, transverse 0.4105 1/nm; ratio 1.7443
Ge-like ratio gamma = 0.050: K(0) = 3.1534, K(90) = 1.6345, ratio 1.9293
neglected: screening lost within about 0.10 nm (rough)
  one-valley binding with it = 51.51 meV, shift 21.86 meV
  density at donor grows by factor 45.16
  strict cusp on axis then = 7.141 1/nm, eps*kappa(0) = 7.137 1/nm
  contact estimate: one valley 6.27 meV, six valleys in phase 37.6 meV
lattice constant (rough) = 0.54 nm; times kappa(0) = 0.329
screened Coulomb energy at that distance = 227.9 meV
thermal energy at 4 K = 0.345 meV
thermal energy at 300 K = 25.852 meV
all tests passed
```
